# Why oxygen first raises, then lowers, fluorine density in CF4 plasmas: test program

```python
"""Fluorine density in a CF4/O2 plasma against the O2 feed fraction x.
Result under test: n_F(x) has at most one maximum, and it rises at x=0 exactly when
2*nu_o*eta*(1+2*beta) > nu_d. Here beta = recombination / other loss of CF3 in
pure CF4, and eta = fraction of the first O atoms that capture CF3.
Densities are fractions of the total gas density N; all rates are in 1/s.
d, o: dissociation frequencies of CF4 and O2; vF, vR, vO: first-order losses of
F, CF3, O; Kr = k_r*N for F+CF3->CF4; Ks = k_s*N for O+CF3->COF2+F.
"""
import numpy as np
import sympy as sp
from scipy.constants import k as k_boltzmann
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar

pressure, temperature = 50.0, 400.0
N = pressure / (k_boltzmann * temperature)
k_r, k_s, k_pair = 1e-17, 3e-17, 5e-18
base = dict(d=0.5, o=0.5, vF=20.0, vR=20.0, vO=20.0, Kr=k_r * N, Ks=k_s * N)


def steady(x, q, release=1.0, dilution=1.0):
    """Steady state by bisection in log(CF3); release = F atoms freed per capture."""
    x = np.asarray(x, dtype=float)
    G = q['d'] * (1 - dilution * x)
    S = 2 * q['o'] * x

    def state(r):
        oxygen = S / (q['vO'] + q['Ks'] * r)
        capture = q['Ks'] * oxygen * r
        fluorine = ((1 + release) * capture + q['vR'] * r) / q['vF']
        return oxygen, capture, fluorine

    low = np.full(x.shape, np.log(1e-30))
    high = np.full(x.shape, np.log(1e3))
    for _ in range(90):
        mid = 0.5 * (low + high)
        r = np.exp(mid)
        _, capture, fluorine = state(r)
        too_big = q['Kr'] * fluorine * r + q['vR'] * r + capture > G
        high = np.where(too_big, mid, high)
        low = np.where(too_big, low, mid)
    r = np.exp(0.5 * (low + high))
    oxygen, capture, fluorine = state(r)
    return dict(F=fluorine, R=r, O=oxygen, G=G, s=capture,
                rec=q['Kr'] * fluorine * r)


def peak(q, **options):
    best = minimize_scalar(lambda x: -float(steady(x, q, **options)['F']),
                           bounds=(1e-3, 0.999), method='bounded',
                           options=dict(xatol=1e-9))
    return best.x, -best.fun


def initial_slope(q):
    r0 = 2 * q['d'] / (q['vR'] + np.sqrt(q['vR']**2
                       + 4 * q['Kr'] * q['vR'] * q['d'] / q['vF']))
    n0 = q['vR'] * r0 / q['vF']
    beta = q['Kr'] * n0 / q['vR']
    eta = q['Ks'] * r0 / (q['vO'] + q['Ks'] * r0)
    gain = 2 * q['o'] * eta * (1 + 2 * beta)
    denominator = q['Kr'] * r0 + q['vF'] * (1 + beta)
    return (gain - q['d']) / denominator, gain, beta, eta, denominator


# The steady-state solver against time integration of the three rate equations.
def simple_rhs(t, y, x, q):
    f, r, ox = y
    G, S = q['d'] * (1 - x), 2 * q['o'] * x
    cap, rec = q['Ks'] * ox * r, q['Kr'] * f * r
    return [G + cap - rec - q['vF'] * f, G - cap - rec - q['vR'] * r,
            S - cap - q['vO'] * ox]


for x in (0.0, 0.1, 0.4, 0.8):
    run = solve_ivp(simple_rhs, (0, 10), [0, 0, 0], method='BDF', args=(x, base),
                    rtol=1e-9, atol=1e-13)
    ref = steady(x, base)
    assert run.success
    assert np.allclose(run.y[:, -1], [ref['F'], ref['R'], ref['O']],
                       rtol=1e-5, atol=1e-10)

# At fixed F density the rate equations leave a quadratic in the CF3 density.
d, o, vF, vR, vO, Kr, Ks, n, r = sp.symbols('d o vF vR vO Kr Ks n r', positive=True)
X, ox = sp.symbols('X ox')
solution = sp.solve([d * (1 - X) + Ks * ox * r - Kr * n * r - vF * n,
                     d * (1 - X) - Ks * ox * r - Kr * n * r - vR * r],
                    [X, ox], dict=True)[0]
oxygen_balance = (2 * o * X - Ks * ox * r - vO * ox).subs(solution)
polynomial = sp.Poly(sp.numer(sp.together(oxygen_balance)), r)
assert polynomial.degree() == 2
assert sp.simplify(polynomial.eval(0)) != 0

# Random parameters: initial slope, and at most one turning point.
rng = np.random.default_rng(7)
grid = np.linspace(0, 0.999, 300)
number_rising = number_falling = 0
for _ in range(300):
    def draw(a, b):
        return float(10**rng.uniform(np.log10(a), np.log10(b)))
    q = dict(d=draw(0.05, 5), o=draw(0.005, 5), vF=draw(5, 500), vR=draw(5, 500),
             vO=draw(5, 500), Kr=draw(1e3, 1e5), Ks=draw(1e3, 1e6))
    slope, gain, _, _, denominator = initial_slope(q)
    h = 1e-6
    f0, f1, f2 = steady(np.array([0, h, 2 * h]), q)['F']
    numeric = (-3 * f0 + 4 * f1 - f2) / (2 * h)
    assert abs(numeric - slope) < 1e-3 * (gain + q['d']) / denominator
    change = np.diff(steady(grid, q)['F'])
    assert np.count_nonzero(np.diff(np.sign(change))) <= 1
    if slope < 0:
        assert np.all(change < 0)
        number_falling += 1
    else:
        number_rising += 1
assert number_rising > 10 and number_falling > 10

# Closed-form optimum: exact when CF3 has no other loss, then used for the example.
g, h2 = base['d'], 2 * base['o']


def optimum(q):
    a, b = q['d'], 2 * q['o']
    eps = 2 * q['Kr'] * q['vO'] / (q['Ks'] * q['vF'])
    s_m = 1 / (1 / a + 1 / b + 2 * np.sqrt(eps / (a * b)))
    return s_m * (1 / b + np.sqrt(eps / (a * b))), 2 * s_m / q['vF'], eps


for changes in ({}, dict(o=0.2, vO=60.0), dict(d=0.1, Ks=10 * base['Ks'])):
    q = dict(base, vR=0.0, **changes)
    x_num, f_num = peak(q)
    x_for, f_for, _ = optimum(q)
    assert abs(x_num - x_for) < 1e-4 and abs(f_num / f_for - 1) < 1e-7
x_peak, f_peak = peak(base)
x_formula, f_formula, epsilon = optimum(base)
assert abs(x_peak - x_formula) < 0.02 and abs(f_peak / f_formula - 1) < 0.02

# Causes, switched off one at a time.
f_zero = float(steady(0.0, base)['F'])
inert = steady(grid, dict(base, Ks=0.0))['F']
assert np.all(np.diff(inert) < 0)
no_rec = dict(base, Kr=0.0)
x_norec, f_norec = peak(no_rec)
f_norec_zero = float(steady(0.0, no_rec)['F'])
assert 1 < f_norec / f_norec_zero < 2
x_norel, f_norel = peak(base, release=0.0)
assert f_zero < f_norel < f_peak
undiluted = steady(grid, base, dilution=0.0)['F']
assert np.all(np.diff(undiluted) > 0)
f_limit = 2 * base['d'] / base['vF']
assert abs(float(steady(1e4, base, dilution=0.0)['F']) / f_limit - 1) < 1e-3
weak = dict(base, Kr=0.0, o=0.1)
weak_gain = initial_slope(weak)[1]
weak_curve = steady(grid, weak)['F']
assert weak_gain < weak['d'] and np.all(np.diff(weak_curve) < 0)

# Larger model at constant pressure: CF4 O2 F CF3 O COF2 CO F2 C2F6.
pump, wall, product_diss = 5.0, 15.0, 0.5
K_pair = k_pair * N
F_atoms = np.array([4, 0, 1, 3, 0, 2, 0, 2, 6])
O_atoms = np.array([0, 2, 0, 0, 1, 1, 1, 0, 0])


def production(y, Ks):
    cf4, o2, f, cf3, oa, cof2, co, f2, c2f6 = y
    cap, rec, pair = Ks * oa * cf3, base['Kr'] * f * cf3, K_pair * cf3**2
    e = product_diss
    return np.array([
        -base['d'] * cf4 + rec,
        -base['o'] * o2 + wall * oa / 2,
        base['d'] * cf4 + cap - rec - wall * f + 2 * e * cof2 + 2 * e * f2,
        base['d'] * cf4 - cap - rec - 2 * pair - wall * cf3 + 2 * e * c2f6,
        2 * base['o'] * o2 - cap - wall * oa,
        cap - e * cof2, e * cof2, wall * f / 2 - e * f2, pair - e * c2f6])


def large_model(x, Ks):
    inlet = np.zeros(9)
    inlet[0], inlet[1] = pump * (1 - x), pump * x

    def rhs(t, y):
        made = production(y, Ks)
        return inlet + made - (pump + made.sum()) * y

    run = solve_ivp(rhs, (0, 15), inlet / pump, method='BDF', rtol=1e-7, atol=1e-11)
    assert run.success
    y = run.y[:, -1]
    outflow = pump + production(y, Ks).sum()
    assert abs(outflow * F_atoms @ y + 3 * wall * y[3] - F_atoms @ inlet) < 1e-4
    assert abs(outflow * O_atoms @ y - O_atoms @ inlet) < 1e-4
    return y


x_large = np.linspace(0, 0.9, 19)
large = np.array([large_model(x, base['Ks']) for x in x_large])
large_F = large[:, 2]
i_large = int(np.argmax(large_F))
assert 0 < i_large < len(x_large) - 1 and large_F[i_large] > 1.5 * large_F[0]
assert np.count_nonzero(np.diff(np.sign(np.diff(large_F)))) == 1
large_inert = [large_model(x, 0.0)[2] for x in (0.0, 0.2, 0.4, 0.6, 0.8)]
assert np.all(np.diff(large_inert) < 0)

slope, gain, beta, eta, _ = initial_slope(base)
print(f"pressure {pressure:.0f} Pa, temperature {temperature:.0f} K, N = {N:.3e} m^-3")
print(f"nu_d = {base['d']} 1/s, nu_o = {base['o']} 1/s")
print(f"nu_F = {base['vF']}, nu_R = {base['vR']}, nu_O = {base['vO']} 1/s")
print(f"k_r = {k_r:.1e}, k_s = {k_s:.1e} m^3/s")
print(f"K_r = k_r N = {base['Kr']:.4e}, K_s = k_s N = {base['Ks']:.4e} 1/s")
print(f"pure CF4: beta = {beta:.3f}, eta = {eta:.4f}")
print(f"rise criterion: gain {gain:.2f} 1/s against nu_d {base['d']:.2f} 1/s")
print(f"initial slope d(n/N)/dx = {slope:.4f}")
print("x | F, CF3, O in m^-3 | CF3 fates: captured, recombined, other | yield Y")
for x in (0.0, 0.05, 0.1, 0.2, 0.3, x_peak, 0.6, 0.8, 0.9):
    z = steady(x, base)
    a, b, c = z['s'] / z['G'], z['rec'] / z['G'], base['vR'] * z['R'] / z['G']
    print(f"{x:.3f} | {z['F']*N:.3e} {z['R']*N:.3e} {z['O']*N:.3e}"
          f" | {a:.4f} {b:.4f} {c:.4f} | {2*a+c:.4f}")
print("budget/N in 1/s: x, G, s, R, nu_F n")
for x in (0.0, x_peak, 0.8):
    z = steady(x, base)
    print(f"{x:.3f}  {z['G']:.4f}  {z['s']:.4f}  {z['rec']:.4f}"
          f"  {base['vF']*z['F']:.4f}")
print(f"numerical maximum: x = {x_peak:.4f}, n = {f_peak*N:.4e} m^-3")
print(f"formula maximum: x = {x_formula:.4f}, n = {f_formula*N:.4e} m^-3")
print(f"epsilon = {epsilon:.4f}; maximum / pure-CF4 F density = {f_peak/f_zero:.3f}")
print(f"no capture: F(x=0.4)/F(0) = "
      f"{float(steady(0.4, dict(base, Ks=0.0))['F'])/f_zero:.4f}, falls throughout")
print(f"no recombination: F(0) = {f_norec_zero*N:.3e} m^-3,"
      f" peak ratio {f_norec/f_norec_zero:.3f} at x = {x_norec:.3f}")
print(f"no F release: peak ratio {f_norel/f_zero:.3f} at x = {x_norel:.3f}")
print(f"no dilution: F at x=0.4, 0.8 = "
      f"{float(steady(0.4, base, dilution=0.0)['F'])*N:.3e}, "
      f"{float(steady(0.8, base, dilution=0.0)['F'])*N:.3e} m^-3")
print(f"no dilution: limiting F density = {f_limit*N:.3e} m^-3")
print(f"case without rise (k_r=0, nu_o={weak['o']} 1/s): gain {weak_gain:.4f} 1/s")
print(f"random sets: {number_rising} rise first, {number_falling} fall throughout")
print(f"larger model: pump {pump}, wall {wall}, product dissociation"
      f" {product_diss} 1/s")
print(f"larger model: CF3+CF3 coefficient {k_pair:.1e} m^3/s")
print("larger model: x, F in m^-3, CF4 fraction, COF2 fraction")
for i in (0, 2, 4, 6, 8, 10, 12, 16):
    print(f"{x_large[i]:.2f}  {large_F[i]*N:.3e}  {large[i, 0]:.4f}  {large[i, 5]:.4f}")
print(f"larger model maximum on grid of step {x_large[1]:.2f}: x = "
      f"{x_large[i_large]:.2f}, F = {large_F[i_large]*N:.3e} m^-3")
print(f"larger model: maximum / pure-CF4 F density ="
      f" {large_F[i_large]/large_F[0]:.3f}")
print(f"larger model, no capture: F(0.4)/F(0) = {large_inert[2]/large_inert[0]:.4f}")
print("all good")
```

Printed output:

```
pressure 50 Pa, temperature 400 K, N = 9.054e+21 m^-3
nu_d = 0.5 1/s, nu_o = 0.5 1/s
nu_F = 20.0, nu_R = 20.0, nu_O = 20.0 1/s
k_r = 1.0e-17, k_s = 3.0e-17 m^3/s
K_r = k_r N = 9.0537e+04, K_s = k_s N = 2.7161e+05 1/s
pure CF4: beta = 10.150, eta = 0.9682
rise criterion: gain 20.62 1/s against nu_d 0.50 1/s
initial slope d(n/N)/dx = 0.0472
x | F, CF3, O in m^-3 | CF3 fates: captured, recombined, other | yield Y
0.000 | 2.030e+19 2.030e+19 0.000e+00 | 0.0000 0.9103 0.0897 | 0.0897
0.050 | 4.920e+19 7.587e+18 1.828e+18 | 0.0968 0.8680 0.0353 | 0.2288
0.100 | 8.143e+19 3.955e+18 6.530e+18 | 0.1902 0.7904 0.0194 | 0.3997
0.200 | 1.323e+20 1.724e+18 2.525e+19 | 0.3606 0.6299 0.0095 | 0.7307
0.300 | 1.612e+20 9.595e+17 5.567e+19 | 0.5058 0.4882 0.0061 | 1.0176
0.405 | 1.705e+20 5.765e+17 9.827e+19 | 0.6308 0.3649 0.0043 | 1.2659
0.600 | 1.455e+20 2.432e+17 1.990e+20 | 0.8019 0.1954 0.0027 | 1.6066
0.800 | 8.325e+19 8.648e+16 3.206e+20 | 0.9186 0.0795 0.0019 | 1.8391
0.900 | 4.359e+19 3.764e+16 3.856e+20 | 0.9621 0.0362 0.0017 | 1.9258
budget/N in 1/s: x, G, s, R, nu_F n
0.000  0.5000  0.0000  0.4552  0.0448
0.405  0.2976  0.1877  0.1086  0.3767
0.800  0.1000  0.0919  0.0080  0.1839
numerical maximum: x = 0.4048, n = 1.7054e+20 m^-3
formula maximum: x = 0.4058, n = 1.7052e+20 m^-3
epsilon = 0.6667; maximum / pure-CF4 F density = 8.401
no capture: F(x=0.4)/F(0) = 0.7641, falls throughout
no recombination: F(0) = 2.263e+20 m^-3, peak ratio 1.293 at x = 0.323
no F release: peak ratio 4.829 at x = 0.389
no dilution: F at x=0.4, 0.8 = 2.216e+20, 3.049e+20 m^-3
no dilution: limiting F density = 4.527e+20 m^-3
case without rise (k_r=0, nu_o=0.1 1/s): gain 0.1994 1/s
random sets: 151 rise first, 149 fall throughout
larger model: pump 5.0, wall 15.0, product dissociation 0.5 1/s
larger model: CF3+CF3 coefficient 5.0e-18 m^3/s
larger model: x, F in m^-3, CF4 fraction, COF2 fraction
0.00  4.330e+19  0.9807  0.0000
0.10  8.945e+19  0.8688  0.0136
0.20  1.373e+20  0.7550  0.0228
0.30  1.652e+20  0.6482  0.0277
0.40  1.738e+20  0.5477  0.0292
0.50  1.668e+20  0.4517  0.0280
0.60  1.479e+20  0.3588  0.0249
0.80  8.508e+19  0.1781  0.0144
larger model maximum on grid of step 0.05: x = 0.40, F = 1.738e+20 m^-3
larger model: maximum / pure-CF4 F density = 4.013
larger model, no capture: F(0.4)/F(0) = 0.6969
all good
```
